\section*{When Poisson Updates Lag Behind Vacancy Events in Kinetic Monte Carlo}

\section{A bias that changes sign twice}

A small oxide cell forms a vacancy path between its electrodes in a mean time of \(6.95\,\mu\mathrm{s}\) when the electrostatic potential is solved after every event. Solving after every second event changes this time by \(-1.8\%\). Solving after every fifth event changes it by \(+42\%\), and never solving again after the start changes it by \(-58\%\). The small error at two events therefore gives no assurance about five. The task is to find what a stale potential does to the rates, to compute the resulting bias without sampling noise, and to design an update that avoids it.

The electrostatic lattice has \(8\times8\times4\) nodes with spacing \(a=0.5\) nm. It is periodic laterally and lies between an anode at \(V=1\) V and a cathode at zero. The relative permittivity is \(\varepsilon_r=25\) and the uniform temperature is \(T=600\) K, so \(k_BT=0.0517\) eV. These are round model parameters, not those of a particular oxide. The applied field \(V/5a=4\) MV/cm is of the order of the breakdown field of high-permittivity oxides, and the single charge and small formation energy used below are chosen for convenience.

Vacancies of charge \(q=+e\) may occupy eight nodes, which form two neighbouring columns of four layers. Layer 1 is next to the anode, which exchanges oxygen with that layer; the cathode exchanges none. Vacancies hop to empty nearest-neighbour active sites. Forming is the first connected nearest-neighbour vacancy path from layer 1 to layer 4. Electronic charge in the oxide is left out.

\section{The energy that the rates must use}

Let \(n_i\) be 1 on a node holding a vacancy and 0 elsewhere, and let \(C=\varepsilon_0\varepsilon_r a\) be the capacitance of one lattice bond. Gauss's law at node \(i\) reads
\begin{equation}
C\sum_{j\sim i}(\phi_i-\phi_j)=qn_i ,
\end{equation}
where the neighbours \(j\) include electrodes. Moving the known electrode potentials to the right gives \(K\phi=qn+b\), with \(b_i=CV\) in layer 1 and zero elsewhere. With \(G=K^{-1}\),
\begin{equation}
\phi[n]=\phi^{\rm ext}+qGn,\qquad \phi^{\rm ext}=Gb .
\label{phi}
\end{equation}
In layer \(\ell\), \(\phi^{\rm ext}=V(1-\ell/5)\).

At fixed voltage the battery does work, so field energy alone does not drive the events. Let \(A\) be the number of bonds to the anode. Each contributes \(\tfrac12C(V-\phi_i)^2\) to the field energy. Expanding these squares and collecting the quadratic terms of all bonds gives
\begin{equation}
W=\tfrac12\phi^TK\phi-b^T\phi+\tfrac12ACV^2 .
\end{equation}
The anode charge is \(Q=C\sum_{i\in 1}(V-\phi_i)\), hence \(VQ=ACV^2-b^T\phi\). Subtraction cancels the linear term:
\begin{align}
W-VQ&=\tfrac12\phi^TK\phi-\tfrac12ACV^2\nonumber\\
&=\tfrac12(qn+b)^TG(qn+b)-\tfrac12ACV^2\nonumber\\
&=q\,n^T\phi^{\rm ext}+\tfrac12q^2n^TGn+\text{constant}.
\end{align}
Creating a vacancy also puts charge \(-q\) on the anode. For \(N=\sum_i n_i\) vacancies the battery must therefore supply \(Q+qN\), not \(Q\). With a bare formation energy \(E_f=0.10\) eV, defined to exclude lattice field energy, the free energy is
\begin{equation}
U(n)=(E_f-qV)N+q\,n^T\phi^{\rm ext}+\tfrac12q^2n^TGn,
\label{U}
\end{equation}
up to a constant. A test confirms this for all 256 configurations by summing bond energies and battery work directly.

An event changes \(n\) to \(n+d\). For a hop \(d\) has one entry \(-1\) and one \(+1\); for generation it has a single \(+1\), for annihilation a single \(-1\). Since \(G\) is symmetric,
\begin{equation}
(n+d)^TG(n+d)-n^TGn=2d^TGn+d^TGd ,
\end{equation}
and with (\ref{phi})
\begin{equation}
\Delta U=(E_f-qV)\sum_i d_i+q\,d^T\phi[n]+\tfrac12q^2d^TGd .
\label{dU}
\end{equation}
The last term is needed because the event itself changes the potential by \(qGd\): the energy depends on the average of the potentials before and after the event, \(\phi[n]+\tfrac12qGd\). For a hop, this compensates the potential peak that the vacancy has at its old site. For generation, it is the energy of the new vacancy in its own potential. For the first generation in layer 1, where \(qG_{11}=0.303\) V,
\begin{equation}
\Delta U=0.10-1.00+0.80+\tfrac12(0.303)=0.052\ \mathrm{eV}.
\end{equation}
Here and below, subscripts on \(G\) in numerical estimates denote layers of one column.

The rates are
\begin{equation}
k_d(n)=\nu\exp\!\left[-\frac{E_b+\Delta U/2}{k_BT}\right],
\label{rate}
\end{equation}
with \(\nu=10^{13}\,\mathrm{s}^{-1}\), \(E_b=0.70\) eV for hops and \(0.80\) eV for oxygen exchange. The reverse event has energy \(-\Delta U\), so forward and reverse rates have the ratio \(\exp(-\Delta U/k_BT)\). This is detailed balance for \(U\). The form requires a positive barrier; the lowest one here, over all frozen fields, is 0.50 eV.

\section{What a stale potential does}

The naive scheme solves for \(\phi\) at configuration \(s\) and keeps \(\phi[s]\) for \(M\) events. Occupancy is kept current, so no vacancy enters a filled site. In (\ref{dU}) the sole change is \(\phi[n]\to\phi[s]\), and by (\ref{phi})
\begin{equation}
\Delta U_s-\Delta U=q\,d^T(\phi[s]-\phi[n])=-q^2d^TG(n-s).
\end{equation}
Inserting this in (\ref{rate}) gives
\begin{equation}
\frac{k_{d,s}(n)}{k_d(n)}=\exp\!\left[\frac{q^2d^TG(n-s)}{2k_BT}\right].
\label{error}
\end{equation}

Consider first the immediate reversal of an event \(d\). Now \(n-s=d\) and the new event is \(-d\), so its rate is multiplied by
\begin{equation}
R=\exp\!\left[-\frac{q^2d^TGd}{2k_BT}\right]<1 .
\end{equation}
The inequality holds because \(\phi^TK\phi\) is \(C\) times a sum of squared bond differences with the electrodes grounded. It vanishes only for \(\phi=0\), so \(K\) and \(G\) are positive definite. After a hop, the old potential peak stays at the site the vacancy left and repels it from returning, while the site it now occupies lacks the peak that would raise its energy there. After a generation only this missing peak acts. For annihilation just after generation,
\begin{equation}
R=\exp[-0.303/(2\times0.0517)]=0.053 .
\end{equation}
For a hop between layers 1 and 2, \(R=0.011\).

Onward motion is disturbed too. A vacancy just generated in layer 1 has no peak of its own in \(\phi[s]\), yet (\ref{dU}) still adds the self-term meant to compensate one. For its hop to layer 2, where \(qG_{12}=0.083\) V,
\begin{equation}
q^2d^TG(n-s)=q^2(G_{21}-G_{11})=-0.220\ \mathrm{eV},
\end{equation}
and the rate is multiplied by \(\exp(-0.220/0.1034)=0.12\). The same factor applies to generation at a layer-1 site whose vacancy has just hopped to layer 2, since the old peak still blocks the vacated site.

There is also an error of opposite sign. If a vacancy has appeared at \(j\) since the solve, generation at another site \(i\) misses its repulsion and is too fast by \(\exp(q^2G_{ij}/2k_BT)\). This exceeds one because a positive source between grounded electrodes produces a positive potential. On balance the stale scheme slows the loss of vacancies, which favours forming, and slows their advance, which hinders it; individual events of either kind can also be too fast when another vacancy has moved since the solve. The sign of the net bias cannot be read from one rate.

\section{Computing the bias without sampling}

Each Poisson solve starts a new cycle whose future depends on \(s\) alone. This makes the lagged algorithm solvable on a small set of configurations. Let \(p_m(n|s)\) be the probability of being at the unformed configuration \(n\) after \(m\) events, with \(p_0(n|s)=\delta_{ns}\), and let \(\Gamma_s(n)=\sum_d k_{d,s}(n)\) be the total rate over allowed events. Then
\begin{equation}
p_{m+1}(n'|s)=\sum_n p_m(n|s)\frac{k_s(n\to n')}{\Gamma_s(n)} .
\end{equation}
The mean wait at \(n\) is \(1/\Gamma_s(n)\), so the mean time spent there during one cycle is
\begin{equation}
D(n,s)=\sum_{m=0}^{M-1}\frac{p_m(n|s)}{\Gamma_s(n)} .
\end{equation}
The expected number \(c(s)\) of cycles starting at \(s\) counts the initial empty cell and all arrivals from earlier cycles:
\begin{equation}
c(s')=\delta_{s'0}+\sum_s p_M(s'|s)\,c(s).
\end{equation}
This linear system gives the mean forming time
\begin{equation}
\tau_M=\sum_{n,s}D(n,s)c(s).
\end{equation}

To see which events cause the bias, let \(u(n)\) be the mean remaining forming time with a current potential. Waiting for the next event gives
\begin{equation}
u(n)=\frac1{\Gamma(n)}+\sum_d\frac{k_d(n)}{\Gamma(n)}u(n+d),
\end{equation}
where \(\Gamma=\sum_dk_d\). Multiplying by \(\Gamma\) and rearranging,
\begin{equation}
\sum_d k_d(n)[u(n+d)-u(n)]=-1 .
\label{back}
\end{equation}
Now follow \(u\) along the lagged process. It starts at \(u(0)=\tau_1\) and ends at zero, while its expected rate of change is the left side of (\ref{back}) with \(k_{d,s}\) in place of \(k_d\). Writing \(k_{d,s}=k_d+(k_{d,s}-k_d)\) and integrating to the forming time gives
\begin{equation}
-\tau_1=-\tau_M+\sum_{n,s}D(n,s)c(s)\sum_d(k_{d,s}-k_d)[u(n+d)-u(n)] ,
\end{equation}
and therefore
\begin{equation}
\tau_M-\tau_1=\sum_{n,s}D(n,s)c(s)\sum_d(k_{d,s}-k_d)[u(n+d)-u(n)] .
\label{bias}
\end{equation}
This holds at any coupling strength within the model. Tests confirm it for eight values of \(M\) from 1 to 100.

\section{Reading the numbers}

\begin{center}
\begin{tabular}{rrrr}
\(M\) & \(\tau_M\) (\(\mu\)s) & bias & mean events\\
1 & 6.95 & 0 & 196\\
2 & 6.83 & \(-1.8\%\) & 104\\
3 & 7.60 & \(+9.2\%\) & 62\\
5 & 9.89 & \(+42\%\) & 51\\
10 & 10.7 & \(+54\%\) & 42\\
20 & 8.02 & \(+15\%\) & 34\\
50 & 2.95 & \(-58\%\) & 22
\end{tabular}
\end{center}

Biases are relative to \(\tau_1\). The digits include the effect of the lateral periodic images: widening the grid to \(16\times16\) nodes changes \(\tau_1\) to \(6.59\,\mu\mathrm{s}\) and the biases at \(M=2\) and 5 to \(-0.8\%\) and \(+45\%\), with the same signs. At \(M=2\), (\ref{bias}) splits into \(+11.1\%\) from hops, \(+8.7\%\) from generation and \(-21.6\%\) from annihilation. The sum of \(-1.8\%\) is a cancellation. At \(M=5\) the parts are \(+166\%\), \(+47\%\) and \(-170\%\), and they no longer cancel. The signs agree with the mechanisms found above: slowed hops and blocked generation lengthen forming, while slowed annihilation shortens it. Each part is itself a net value. At \(M=2\) generation combines about \(+17\%\) from blocked events with \(-8\%\) from events that are too fast, and slowed backward hops contribute about \(-9\%\). At \(M=5\) slowed lateral hops contribute more than slowed forward hops.

The role of returns can be tested by restoring the correct rate for just those events that lead back to \(s\). At \(M=2\) the bias then moves from \(-1.8\%\) to \(+6.0\%\), a shift of about 8 percentage points. This includes the changed occupation times; the return terms in (\ref{bias}) themselves sum to only \(-3.4\) points. At \(M=5\) it moves from \(+42\%\) to \(+45\%\), but there an immediate reversal need not lead back to \(s\); restoring the correct rate for every immediate reversal gives \(+28\%\). Repairing returns alone is not a cure, because the other events remain wrong.

The event count shows the same disturbance. The mean time per event is \(6.95/196=0.035\,\mu\mathrm{s}\) at \(M=1\) and \(9.89/50.5=0.20\,\mu\mathrm{s}\) at \(M=5\). The lagged run makes fewer moves and waits longer for each.

For large \(M\), forming usually precedes the second solve, and \(\tau_M\) approaches the result for a field frozen at the empty cell. At \(M=50\) the two agree to the digits shown. This limit is not the non-interacting cell, whose forming time is \(0.65\,\mu\mathrm{s}\), because the self-term in (\ref{dU}) is still present. In the frozen field, generation in layer 1 costs 0.052 eV, but annihilation costs \(0.10+0.152=0.252\) eV instead of \(-0.052\) eV for a lone vacancy. The ratio of generation to annihilation rates at one site becomes
\begin{equation}
\exp\!\left[\frac{0.252-0.052}{2\times0.0517}\right]=6.9,
\end{equation}
whereas the correct ratio for a lone vacancy is \(\exp(-0.052/0.0517)=0.37\). Vacancies accumulate too readily. That this outweighs the slowed hops at large \(M\), and so turns the bias negative again, is a plausible reading; the output prints the split only for \(M=2\) and 5, so it is not shown here.

The equilibrium state suffers as well. If the dynamics continues through forming, detailed balance gives a Boltzmann mean of 4.28 vacancies, and a test confirms the full distribution for \(M=1\). The long-time mean is 4.39 for \(M=2\) and 4.45 for \(M=5\), errors of \(2.6\%\) and \(4.0\%\). The nearly correct forming time at \(M=2\) does not certify other observables.

Direct simulation agrees with the enumeration. For \(M=5\), 1187 runs give \(10.26\pm0.26\,\mu\mathrm{s}\) (one standard error). For \(M=1\), 305 runs give \(6.75\pm0.24\,\mu\mathrm{s}\), which implies a spread of \(0.24\sqrt{305}\approx4.2\,\mu\mathrm{s}\) between runs. A standard error as small as the \(M=2\) bias of \(0.125\,\mu\mathrm{s}\) would need roughly \((4.2/0.125)^2\) runs, which is of order \(10^3\); the spread is itself a sampled estimate. More runs reveal the bias; they do not reduce it.

\section{Does weak coupling rescue the lag?}

Replace \(G\) by \(\eta G\) in the vacancy terms, leaving \(\phi^{\rm ext}\) unchanged. For small \(\eta\), (\ref{error}) gives
\begin{equation}
k_{d,s}-k_d=\eta\,k_d^{(0)}\frac{q^2d^TG(n-s)}{2k_BT}+O(\eta^2).
\end{equation}
The rate error is already first order, so \(D\), \(c\) and \(u\) in (\ref{bias}) may be taken at \(\eta=0\):
\begin{equation}
\tau_M-\tau_1=\eta\sum_{n,s}D^{(0)}c^{(0)}\sum_d k_d^{(0)}\frac{q^2d^TG(n-s)}{2k_BT}\,[u^{(0)}(n+d)-u^{(0)}(n)]+O(\eta^2).
\end{equation}
A numerical derivative confirms the coefficient. Divided by the non-interacting forming time, it is \(0.16\), \(0.22\) and \(-0.18\) for \(M=2\), 5 and 20. Even at weak coupling the bias is not proportional to \(M-1\), which would make the second value four times the first.

At \(\eta=0.05\) and \(M=5\) the bias is \(1.13\%\), against \(0.99\%\) from first order, both relative to \(\tau_1\) at this \(\eta\), which is longer than the non-interacting time. Extrapolated to \(\eta=1\), first order predicts \(0.22\times0.648=0.14\,\mu\mathrm{s}\), while the actual shift is \(2.9\,\mu\mathrm{s}\). For \(M=2\) it even gives the wrong sign.

A local criterion shows how far this cell is from safe lagging. Keeping an immediate reversal within \(10\%\) of its correct rate requires \(q^2d^TGd/(2k_BT)<-\ln0.9=0.105\). For the hop between layers 1 and 2 this quantity is \(-\ln0.01066=4.54\), about 43 times larger. The criterion limits one rate error, not the error of \(\tau_M\).

\section{The update that removes the lag}

The cure follows from the linearity of (\ref{phi}):
\begin{equation}
\phi[n+d]=\phi^{\rm ext}+qG(n+d)=\phi[n]+qGd .
\end{equation}
A hop from \(i\) to \(j\) adds \(q(G_{\cdot j}-G_{\cdot i})\); generation adds one column of \(qG\) and annihilation subtracts one. No linear system is solved during the run. The scheme is:
\begin{enumerate}
\item Compute \(\phi^{\rm ext}\) and the columns of \(G\) for the active sites once.
\item Form \(\Delta U\) from (\ref{dU}) and the rates of all allowed events from (\ref{rate}).
\item Draw the waiting time from an exponential law with the total rate, and choose an event in proportion to its rate.
\item Update \(n\), add \(qGd\) to \(\phi\), and return to step 2.
\end{enumerate}
Over 300 random events the updated potential differed from a fresh solve by at most \(3\times10^{-15}\) V. An occasional full solve can serve as a check on rounding, not as the coupling itself.

For \(N_a\) active sites, one update costs of order \(N_a\) operations and the stored matrix has \(N_a^2\) entries. In a laterally periodic cell with layered permittivity, \(G\) depends on the two layers and the lateral separation, which reduces the storage.

The shortcut fails when an event changes \(K\) itself, for example when a filament segment becomes metallic or alters the local permittivity, or when mobile electrons make Poisson's equation nonlinear. If \(K\) changes but the problem stays linear, \(G\) must be recomputed or, when only a few bonds change, corrected by a low-rank update. The energy change must then be taken as a difference of full free energies, because (\ref{dU}) assumes a fixed \(K\). In the nonlinear case the potential must be solved again after each event, or the lag bias must be measured for the observable of interest. The percentages above belong to this small cell and should not be carried over to another device. The numerical output below gives the values to more digits.

\section*{Computed results}
\begin{verbatim}
spacing 0.50 nm; relative permittivity 25
voltage 1.00 V; temperature 600 K
vacancy charge 1 e; attempt rate 1.0e+13 1/s
bare formation energy 0.10 eV
hop barrier 0.70 eV; exchange barrier 0.80 eV
thermal energy 0.05170 eV
configurations 256; bridged 41
self-potential, anode layer q*G00 0.30321 V
potential one layer away q*G02 0.08321 V
lowest barrier for any frozen field 0.5045 eV
first generation energy change 0.05161 eV
return factor, hop between layers 1 and 2 0.01066
return factor, annihilation in layer 1 0.05328
largest error of column update 2.9e-15 V
M=1: forming time 6.9542 us; bias -0.000 %; mean events 196.20
M=2: forming time 6.8294 us; bias -1.795 %; mean events 103.77
M=3: forming time 7.5971 us; bias 9.245 %; mean events 62.35
M=5: forming time 9.8896 us; bias 42.210 %; mean events 50.53
M=10: forming time 10.685 us; bias 53.641 %; mean events 42.25
M=20: forming time 8.0206 us; bias 15.335 %; mean events 34.47
M=50: forming time 2.9457 us; bias -57.641 %; mean events 22.41
M=100: forming time 2.9457 us; bias -57.642 %; mean events 22.41
field never updated: forming time 2.9457 us; bias -57.642 %
M=2 bias parts: hop 11.146 %, generation 8.691 %, annihilation -21.632 %
M=2, returns corrected: forming time 7.3689 us; bias 5.963 %
M=5 bias parts: hop 165.615 %, generation 46.633 %, annihilation -170.039 %
M=5, returns corrected: forming time 10.106 us; bias 45.322 %
Boltzmann mean vacancy number 4.27645
M=2: long-time mean vacancy number 4.38953
M=5: long-time mean vacancy number 4.44931
M=20: long-time mean vacancy number 4.32033
forming time without interaction 0.64816 us
M=2: relative bias slope at eta=0 0.16407
M=5: relative bias slope at eta=0 0.21993
M=20: relative bias slope at eta=0 -0.18064
M=5, eta=0.05: bias 1.1295 %; first-order value 0.9934 %
sampled M=1: 305 runs; forming time 6.7466 us; standard error 0.24 us
sampled M=5: 1187 runs; forming time 10.259 us; standard error 0.26 us
\end{verbatim}
